**One-loop KPZ renormalisation in one and two dimensions**

For smoothing $\nu$, nonlinearity $\lambda$, noise strength $D$ and cutoff $\Lambda$, the coupling $g=\lambda^2D\Lambda^{d-2}/\nu^3$ obeys $dg/dl=(2-d)g+K_d(2d-3)g^2/(2d)$, where $l$ is the logarithm of the length scale and $K_d$ is the unit-sphere area divided by $(2\pi)^d$. The program asserts the loop formulas against a perturbative solution of the Fokker–Planck equation for a few modes, and the shell coefficients against quadrature in one, two and three dimensions. It also asserts the tilt symmetry on a driven surface, the unchanged stationary variance of a 1D mode to second order in $\lambda$, and the smooth-cutoff constants. The output shows a stable 1D fixed point at $g^*=6.283$ with eigenvalue $-1$ and $z=1.500$. In 2D the coupling grows from 2 to 20 by $l=11.3$, and an independent bound-state calculation reproduces the factor $8\pi$. A simulated corner-growth model gives $\chi/z=0.350$, within the asserted tolerance of 0.045 around $1/3$. For the CdTe example the escape length is about 200 nm with a sharp cutoff and about 890 nm with a smooth one, which shows how strongly the prefactor depends on the cutoff.

## Numerical check

```python
"""
One-loop renormalisation of the Kardar-Parisi-Zhang (KPZ) equation
    dh/dt = nu lap h + (lam/2)(grad h)^2 + eta,  <eta eta> = 2 D delta delta.
Result under test, with g = lam^2 D Lambda^(d-2) / nu^3, K_d = S_d/(2 pi)^d:
    dg/dl = (2-d) g + K_d (2d-3)/(2d) g^2.
d=1: stable fixed point g* = 2 pi with z = 3/2, chi = 1/2.
d=2: dg/dl = g^2/(8 pi), a marginally relevant coupling.
Symbols: h height, nu smoothing, lam nonlinearity, D noise strength,
Lambda cutoff wavenumber, l = log of the length rescaling, d substrate dimension.
"""
import numpy as np
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import j0, j1, k0, k1

pi = np.pi


# ---- Few-mode Fokker-Planck equation, solved to second order in lam ----
def few_mode_theory(modes, k, nu, noise, volume):
    """Return second-order static response, zero-frequency spectrum and
    variance of mode k, from the generator acting on polynomials."""
    modes = [tuple(m) for m in modes]
    index = {m: i for i, m in enumerate(modes)}
    opposite = [index[tuple(-c for c in m)] for m in modes]
    square = [float(np.dot(m, m)) for m in modes]
    force = []
    for m in modes:
        terms = []
        for p in modes:
            r = tuple(np.subtract(m, p).tolist())
            if r in index:
                terms.append((-0.5 * float(np.dot(p, r)), index[p], index[r]))
        force.append(terms)

    def solve_linear(f):
        """Find u with L0 u = -(f - mean); return u and the Gaussian mean."""
        work, u = dict(f), {}
        while work:
            mono = max(work, key=sum)
            c = work.pop(mono)
            if sum(mono) == 0:
                return u, c
            c = c / (nu * sum(n * s for n, s in zip(mono, square)))
            u[mono] = u.get(mono, 0.0) + c
            for i, n in enumerate(mono):
                j = opposite[i]
                if n and mono[j]:
                    e = list(mono)
                    e[i] -= 1
                    e[j] -= 1
                    e = tuple(e)
                    work[e] = work.get(e, 0.0) + c * noise / volume * n * mono[j]
        return u, 0.0

    def nonlinear(f):
        out = {}
        for mono, c in f.items():
            for i, n in enumerate(mono):
                if n:
                    for coef, a, b in force[i]:
                        e = list(mono)
                        e[i] -= 1
                        e[a] += 1
                        e[b] += 1
                        e = tuple(e)
                        out[e] = out.get(e, 0.0) + c * n * coef
        return out

    def mean_at_order(f, order):
        for _ in range(order):
            f = nonlinear(solve_linear(f)[0])
        return solve_linear(f)[1]

    ik = index[tuple(k)]
    im = opposite[ik]

    def times(f, i):
        return {m[:i] + (m[i] + 1,) + m[i + 1:]: c for m, c in f.items()}

    def derivative(f, i):
        return {m[:i] + (m[i] - 1,) + m[i + 1:]: c * m[i]
                for m, c in f.items() if m[i]}

    one = {tuple([0] * len(modes)): 1.0}
    u = [solve_linear(times(one, ik))[0]]
    for _ in range(2):
        u.append(solve_linear(nonlinear(u[-1]))[0])
    response = sum(mean_at_order(derivative(u[i], ik), 2 - i) for i in range(3))
    spectrum = 2 * sum(mean_at_order(times(u[i], im), 2 - i) for i in range(3))
    variance = mean_at_order(times(times(one, ik), im), 2)
    return response, spectrum, variance


def one_loop_sums(modes, k, nu, noise, volume):
    """Loop formulas for the damping-rate and noise corrections at lam = 1."""
    allowed = {tuple(m) for m in modes}
    rate, extra = 0.0, 0.0
    for q1 in allowed:
        q2 = tuple(np.subtract(k, q1).tolist())
        if q2 in allowed:
            s1, s2, dot = np.dot(q1, q1), np.dot(q2, q2), np.dot(q1, q2)
            rate += dot * np.dot(k, q2) / (s2 * (s1 + s2))
            extra += dot ** 2 / (s1 * s2 * (s1 + s2))
    return (rate * noise / nu ** 2 / volume,
            extra * noise ** 2 / (2 * nu ** 3 * volume))


nu_t, d_t, vol_t = 0.7, 1.3, 2.0
half_1d = [(1,), (2,), (3,)]
half_2d = [(1, 0), (0, 1), (1, 1), (2, 1)]
variance_shift = {}
for dim, half in ((1, half_1d), (2, half_2d)):
    modes = half + [tuple(-c for c in m) for m in half]
    k_ext = half[0]
    resp, spec, var = few_mode_theory(modes, k_ext, nu_t, d_t, vol_t)
    d_rate, d_noise = one_loop_sums(modes, k_ext, nu_t, d_t, vol_t)
    gamma = nu_t * np.dot(k_ext, k_ext)
    expected = (2 * d_noise / gamma ** 2 - 4 * d_t * d_rate / gamma ** 3) / vol_t
    assert abs(d_rate) > 1e-3 and d_noise > 1e-3
    assert np.isclose(resp, -d_rate / gamma ** 2, rtol=1e-9)
    assert np.isclose(spec, expected, rtol=1e-9)
    variance_shift[dim] = var / (d_t / (gamma * vol_t))
# The Gaussian measure survives the nonlinearity in 1D only.
assert abs(variance_shift[1]) < 1e-12 and abs(variance_shift[2]) > 1e-3


# ---- Continuum loop integrals by quadrature ----
def loop_integrals(dim, k, lo, hi, split=0.5, quartic=0.0, both=False):
    """Relative corrections to nu and D per unit lam^2 D/nu^3.
    q1 = split*k + q, q2 = (1-split)*k - q, with lo < |q| < hi;
    both=True demands that |q1| and |q2| each lie in the shell."""
    if dim == 1:
        cosine, weight = np.array([1.0, -1.0]), np.ones(2)
    else:
        x, w = np.polynomial.legendre.leggauss(40)
        theta = np.concatenate([(x + 1) * pi / 4, (x + 1) * pi / 4 + pi / 2])
        weight = np.concatenate([w, w]) * pi / 4
        weight = weight * (2.0 if dim == 2 else 2 * pi * np.sin(theta))
        cosine = np.cos(theta)
    c = cosine[:, None]
    low, high = lo + 0 * c, hi + 0 * c
    if both:
        side = k ** 2 * (1 - c ** 2) / 4
        low = k * abs(c) / 2 + np.sqrt(lo ** 2 - side)
        high = -k * abs(c) / 2 + np.sqrt(hi ** 2 - side)
    x, w = np.polynomial.legendre.leggauss(160)
    span = np.log(high / low)
    q = low * np.exp(span * (x + 1) / 2)
    measure = weight[:, None] * q ** dim * span * w / 2 / (2 * pi) ** dim
    s1 = q ** 2 + 2 * split * k * q * c + (split * k) ** 2
    s2 = q ** 2 - 2 * (1 - split) * k * q * c + ((1 - split) * k) ** 2
    dot = (k ** 2 - s1 - s2) / 2
    k_dot_q2 = (1 - split) * k ** 2 - k * q * c
    r1, r2 = s1 + quartic * s1 ** 2, s2 + quartic * s2 ** 2
    d_nu = np.sum(measure * dot * k_dot_q2 / (r2 * (r1 + r2))) / k ** 2
    d_noise = np.sum(measure * dot ** 2 / (r1 * r2 * (r1 + r2))) / 2
    return d_nu, d_noise


K = {1: 1 / pi, 2: 1 / (2 * pi), 3: 1 / (2 * pi ** 2)}
radial = {1: 1.0, 2: np.log(2.0), 3: 0.5}   # integral of q^(d-3), 1/2 to 1
a_nu, a_noise = {}, {}
for dim in (1, 2, 3):
    dn, dd = loop_integrals(dim, 1e-5, 0.5, 1.0, both=True)
    a_nu[dim], a_noise[dim] = dn / radial[dim], dd / radial[dim]
    assert abs(a_nu[dim] / K[dim] - (2 - dim) / (4 * dim)) < 2e-4
    assert abs(a_noise[dim] / K[dim] - 0.25) < 2e-4
    quad_coef = (a_noise[dim] - 3 * a_nu[dim]) / K[dim]
    assert abs(quad_coef - (2 * dim - 3) / (2 * dim)) < 1e-3
only_q1 = loop_integrals(1, 1e-5, 0.5, 1.0, split=0.0)[0] / K[1]
only_q2 = loop_integrals(1, 1e-5, 0.5, 1.0, split=1.0)[0] / K[1]
assert abs(only_q1 - 0.5) < 1e-3 and abs(only_q2) < 1e-3


# ---- Flow of the physical nu and D, with the cutoff lowered ----
def run_flow(dim, g0, l_values):
    def coupling(l, y):
        return g0 * np.exp(y[1] - 3 * y[0] + (2 - dim) * l)

    def rhs(l, y):
        g = coupling(l, y)
        return [a_nu[dim] * g, a_noise[dim] * g]
    s = solve_ivp(rhs, (0, l_values[-1]), [0, 0], t_eval=l_values,
                  rtol=1e-9, atol=1e-11)
    return coupling(s.t, s.y), s.y


g0_1d = 0.1
l_1d = np.array([0.0, 2.0, 4.0, 6.0, 8.0, 12.0, 14.0])
g_1d, logs_1d = run_flow(1, g0_1d, l_1d)
logistic = g0_1d * np.exp(l_1d) / (1 + g0_1d * (np.exp(l_1d) - 1) / (2 * pi))
assert np.allclose(g_1d, logistic, rtol=2e-3)
growth_nu = (logs_1d[0, -1] - logs_1d[0, -2]) / (l_1d[-1] - l_1d[-2])
z_1d = 2 - growth_nu
chi_1d = 2 - z_1d
assert abs(z_1d - 1.5) < 1e-3
g_star = 1 / (3 * a_nu[1] - a_noise[1])
step = 1e-4 * g_star
beta_1d = lambda g: g + (a_noise[1] - 3 * a_nu[1]) * g ** 2
eigenvalue = (beta_1d(g_star + step) - beta_1d(g_star - step)) / (2 * step)
assert abs(g_star - 2 * pi) < 5e-3 and abs(eigenvalue + 1) < 1e-3
g0_2d = 2.0
l_2d = np.array([0.0, 0.5, 0.9]) * 8 * pi / g0_2d
g_2d, _ = run_flow(2, g0_2d, l_2d)
assert np.allclose(g_2d, g0_2d / (1 - g0_2d * l_2d / (8 * pi)), rtol=5e-3)


# ---- Tilt symmetry, one realisation of the driving at a time ----
def grow_tilted(slope, lam=1.0, nu=0.5, t_end=1.0, n=32):
    x = 2 * pi * np.arange(n) / n
    wave = np.fft.fftfreq(n, 1 / n)

    def rhs(t, h):
        hk = np.fft.fft(h)
        grad = np.fft.ifft(1j * wave * hk).real
        lap = np.fft.ifft(-wave ** 2 * hk).real
        y = x + lam * slope * t
        drive = np.cos(y + 2 * t) + 0.7 * np.sin(2 * y - 3 * t)
        return nu * lap + lam / 2 * (slope + grad) ** 2 + drive
    h = solve_ivp(rhs, (0, t_end), np.zeros(n), rtol=1e-8, atol=1e-10).y[:, -1]
    return h, wave


tilt = 0.8
flat, wave = grow_tilted(0.0)
tilted, _ = grow_tilted(tilt)
moved = np.fft.ifft(np.fft.fft(flat) * np.exp(1j * wave * tilt)).real
assert np.max(abs(tilted - moved - tilt ** 2 / 2)) < 1e-6
assert np.max(abs(tilted - flat - tilt ** 2 / 2)) > 1e-2


# ---- Two-body bound state in 2D: disc well of unit radius, weight g/4 ----
def log_bound_size(g):
    depth = g / (4 * pi)

    def mismatch(y):
        kappa = np.exp(-y)
        p = np.sqrt(depth - kappa ** 2)
        return kappa * k1(kappa) / k0(kappa) - p * j1(p) / j0(p)
    return brentq(mismatch, 5, 300, xtol=1e-11)


bound_slope = (log_bound_size(0.25) - log_bound_size(0.5)) / (4.0 - 2.0)
assert abs(bound_slope / (8 * pi) - 1) < 1e-3

# ---- Microscopic 1D growth: corner growth with exponential waiting times ----
rng = np.random.default_rng(7)
size, samples = 256, 3000
arrival = np.zeros((size, samples))
spread = {}
for i in range(size):
    wait = rng.standard_exponential((size, samples))
    arrival[0] += wait[0]
    for j in range(1, size):
        np.maximum(arrival[j], arrival[j - 1], out=arrival[j])
        arrival[j] += wait[j]
    if i + 1 in (64, 256):
        spread[i + 1] = arrival[i].std()
beta_micro = np.log(spread[256] / spread[64]) / np.log(4.0)
assert abs(beta_micro - chi_1d / z_1d) < 0.045

# ---- Smooth cutoff by a -K lap^2 h term, in units Lambda^2 = nu/K = 1 ----
infrared = 1e-2
dn, dd = loop_integrals(2, 1e-4, infrared, 100.0, quartic=1.0)
log_loss = np.log(1 / infrared) - 8 * pi * dd
nu_gain = 8 * pi * dn
assert abs(log_loss - 0.75) < 2e-3 and abs(nu_gain - 0.25) < 2e-3
scale_shift = log_loss + 3 * nu_gain

# ---- Worked example: relaxed CdTe(111) film, rough typical inputs ----
kb_ev = constants.k / constants.e
temperature = 500.0           # K
rate = 0.2                    # nm/s
lattice = 0.65                # nm
nu_film = 0.03                # nm^2/s, net smoothing coefficient (chosen)
surface_energy = 0.5          # J/m^2
barrier, attempt = 1.25, 1e13  # eV and 1/s, surface mass transport
island_spacing = 5.0          # nm
unit_volume = lattice ** 3 / 4
layer = lattice / np.sqrt(3)
noise_film = rate * unit_volume / 2
stiffness = surface_energy / constants.e * 1e-18     # eV/nm^2


def mullins(temp):
    """Surface-diffusion coefficient K in nm^4/s."""
    kt = kb_ev * temp
    mobility = unit_volume ** (2 / 3) * attempt * np.exp(-barrier / kt) / 4
    return mobility * unit_volume ** (4 / 3) * stiffness / kt


def escape(nu):
    g = rate ** 2 * noise_film / nu ** 3
    wavelength = 2 * pi * np.sqrt(mullins(temperature) / nu)
    sharp = wavelength * np.exp(8 * pi / g)
    return g, wavelength, sharp, sharp * np.exp(scale_shift)


g_film, cut_wave, xi_sharp, xi_smooth = escape(nu_film)
cutoff = 2 * pi / cut_wave
times = [(xi / (2 * pi)) ** 2 / nu_film for xi in (xi_sharp, xi_smooth)]
slope_sq = noise_film * cutoff ** 2 / (4 * pi * nu_film)
diffusion_noise = (mullins(temperature) * kb_ev * temperature / stiffness
                   * cutoff ** 2 / noise_film)
bias_limit = 2 * nu_film * layer / (rate * island_spacing ** 2)
warm_factor = np.sqrt(mullins(temperature + 10) / mullins(temperature))

print(f"few modes: relative variance shift/lam^2, 1D {abs(variance_shift[1]):.1e}, "
      f"2D {variance_shift[2]:.4f}")
for dim in (1, 2, 3):
    print(f"d={dim}: dln(nu)/dl /(K_d g) = {a_nu[dim] / K[dim]:+.4f}, "
          f"dln(D)/dl /(K_d g) = {a_noise[dim] / K[dim]:.4f}")
print(f"d=1 nu coefficient, only q1 in shell {only_q1:.4f}, "
      f"only q2 in shell {abs(only_q2):.4f}")
print(f"1D fixed point g* = {g_star:.4f}, eigenvalue = {eigenvalue:.4f}")
for l, g in zip(l_1d[:6], g_1d[:6]):
    print(f"1D flow: l = {l:4.1f}, g = {g:.4f}")
print(f"1D exponents from flow: z = {z_1d:.4f}, chi = {chi_1d:.4f}")
print(f"corner growth chi/z = {beta_micro:.3f}, flow chi/z = {chi_1d / z_1d:.4f}")
for l, g in zip(l_2d, g_2d):
    print(f"2D flow: l = {l:6.3f}, g = {g:.3f}")
print(f"2D bound state: d ln(size)/d(1/g) = {bound_slope:.4f}, "
      f"8 pi = {8 * pi:.4f}")
print(f"smooth cutoff: log loss {log_loss:.4f}, 8 pi dnu/(nu g) {nu_gain:.4f}, "
      f"shift of l* {scale_shift:.4f}")
print(f"film temperature = {temperature:.0f} K, growth rate = lam = {rate} nm/s")
print(f"lattice constant = {lattice} nm, layer spacing = {layer:.3f} nm")
print(f"volume per CdTe unit = {unit_volume:.4f} nm^3")
print(f"nu = {nu_film} nm^2/s, D = {noise_film:.5f} nm^4/s")
print(f"surface energy = {surface_energy} J/m^2, barrier = {barrier} eV, "
      f"attempt rate = {attempt:.0e} 1/s")
print(f"surface-diffusion K = {mullins(temperature):.3f} nm^4/s")
print(f"cutoff wavenumber = {cutoff:.3f} 1/nm, wavelength = {cut_wave:.1f} nm")
print(f"g = {g_film:.2f}, g/(8 pi) = {g_film / (8 * pi):.3f}, "
      f"8 pi/g = {8 * pi / g_film:.3f}")
for name, xi, t in zip(("sharp", "smooth"), (xi_sharp, xi_smooth), times):
    print(f"{name} cutoff: escape length = {xi:.0f} nm, time = {t:.2e} s, "
          f"thickness = {t * rate / 1000:.1f} um")
for factor in (0.8, 1.2):
    g, _, _, xi = escape(factor * nu_film)
    print(f"nu = {factor * nu_film:.3f} nm^2/s: g = {g:.2f}, "
          f"smooth escape length = {xi:.0f} nm")
print(f"rms slope = {np.sqrt(slope_sq):.4f}, "
      f"next slope term / kept term = {slope_sq / 2:.5f}")
print(f"diffusion noise / shot noise at cutoff = {diffusion_noise:.3f}")
print(f"cutoff wavelength factor for +10 K = {warm_factor:.3f}")
print(f"island spacing = {island_spacing} nm, uphill bias cancelling nu = "
      f"{100 * bias_limit:.2f} percent")
print("all good")
```

Printed output:

```
few modes: relative variance shift/lam^2, 1D 4.5e-17, 2D 0.6159
d=1: dln(nu)/dl /(K_d g) = +0.2500, dln(D)/dl /(K_d g) = 0.2500
d=2: dln(nu)/dl /(K_d g) = -0.0000, dln(D)/dl /(K_d g) = 0.2500
d=3: dln(nu)/dl /(K_d g) = -0.0833, dln(D)/dl /(K_d g) = 0.2500
d=1 nu coefficient, only q1 in shell 0.5000, only q2 in shell 0.0000
1D fixed point g* = 6.2833, eigenvalue = -1.0000
1D flow: l =  0.0, g = 0.1000
1D flow: l =  2.0, g = 0.6707
1D flow: l =  4.0, g = 2.9464
1D flow: l =  6.0, g = 5.4483
1D flow: l =  8.0, g = 6.1557
1D flow: l = 12.0, g = 6.2810
1D exponents from flow: z = 1.5001, chi = 0.4999
corner growth chi/z = 0.350, flow chi/z = 0.3333
2D flow: l =  0.000, g = 2.000
2D flow: l =  6.283, g = 4.000
2D flow: l = 11.310, g = 20.000
2D bound state: d ln(size)/d(1/g) = 25.1328, 8 pi = 25.1327
smooth cutoff: log loss 0.7499, 8 pi dnu/(nu g) 0.2499, shift of l* 1.4997
film temperature = 500 K, growth rate = lam = 0.2 nm/s
lattice constant = 0.65 nm, layer spacing = 0.375 nm
volume per CdTe unit = 0.0687 nm^3
nu = 0.03 nm^2/s, D = 0.00687 nm^4/s
surface energy = 0.5 J/m^2, barrier = 1.25 eV, attempt rate = 1e+13 1/s
surface-diffusion K = 0.215 nm^4/s
cutoff wavenumber = 0.374 1/nm, wavelength = 16.8 nm
g = 10.17, g/(8 pi) = 0.405, 8 pi/g = 2.471
sharp cutoff: escape length = 199 nm, time = 3.34e+04 s, thickness = 6.7 um
smooth cutoff: escape length = 891 nm, time = 6.71e+05 s, thickness = 134.1 um
nu = 0.024 nm^2/s: g = 19.87, smooth escape length = 298 nm
nu = 0.036 nm^2/s: g = 5.89, smooth escape length = 4916 nm
rms slope = 0.0504, next slope term / kept term = 0.00127
diffusion noise / shot noise at cutoff = 0.060
cutoff wavelength factor for +10 K = 1.316
island spacing = 5.0 nm, uphill bias cancelling nu = 0.45 percent
all good
```
